# Ozaki's Pole Expansion of the Fermi Function and Its Quadratic Range

## 1. The form fixed by symmetry

At temperature $T$ and chemical potential $\mu$, the occupation of a level of energy $E$ depends on one dimensionless combination, $x=(E-\mu)/kT$:
$$f(x)=\frac1{1+e^x}=\frac12-\frac12\tanh\frac x2 .$$
Exchanging particles and holes changes $x$ into $-x$, and $f(x)+f(-x)=1$. Thus $f-\tfrac12$ is odd. It is also real on the real axis, and its poles $x=\pm i\pi(2n-1)$ are imaginary. A rational approximation with simple imaginary poles that keeps these symmetries and stays bounded must have the form
$$f_M(x)=\frac12-\sum_{p=1}^{N}R_p\left[\frac1{x-iz_p}+\frac1{x+iz_p}\right]
=\frac12-\sum_{p=1}^{N}\frac{2R_px}{x^2+z_p^2}, \tag{1}$$
with real $R_p$ and $z_p>0$. Here $N$ counts poles in the upper half-plane, and $M=2N$ is the total number. The residue of $f_M$ at $iz_p$ is $-R_p$.

Symmetry leaves the numbers $z_p,R_p$ open. Ozaki's choice takes them from a continued fraction. The question for the error analysis is how far from $x=0$ the result can be trusted.

## 2. Poles and residues from an eigenproblem

Let $T_M$ be the $M$-level fraction
$$T_M(x)=\cfrac{x/2}{1+\cfrac{(x/2)^2}{3+\cdots+\cfrac{(x/2)^2}{2M-1}}} . \tag{2}$$
Section 3 proves that $T_M\to\tanh(x/2)$, so we set $f_M=\tfrac12-\tfrac12T_M$.

Consider the tridiagonal matrix $K$ with $K_{mm}=2m-1$ and $K_{m,m+1}=K_{m+1,m}=ix/2$. Let $K'$ be $K$ without its first row and column, and let $c$ be the rest of the first column. The equation $Kv=e_1$ reads
$$v_1+c^Tv'=1,\qquad cv_1+K'v'=0 .$$
Eliminating $v'=-K'^{-1}cv_1$ gives $v_1=1/(1-c^TK'^{-1}c)$. The one nonzero entry of $c$ is $ix/2$, whose square is $-(x/2)^2$. Hence
$$[K^{-1}]_{11}=\frac1{1+(x/2)^2[K'^{-1}]_{11}} .$$
The same elimination applied to $K'$, and so on, builds the fraction, so $T_M=(x/2)[K^{-1}]_{11}$.

Write $K=A^{1/2}(1+ixH)A^{1/2}$ with $A=\mathrm{diag}(1,3,\ldots,2M-1)$. Then $H$ has zero diagonal and
$$H_{m,m+1}=\frac1{2\sqrt{(2m-1)(2m+1)}} . \tag{3}$$
Since $A_{11}=1$, $[K^{-1}]_{11}=[(1+ixH)^{-1}]_{11}$.

Reversing the sign of every second basis vector turns $H$ into $-H$. Its eigenvalues therefore come in pairs $\pm b_p$ whose normalized eigenvectors have the same squared first component $w_p$. None is zero for even $M$, because $\det H=(-1)^N\prod_{k=1}^N H_{2k-1,2k}^2\ne0$. Each pair contributes
$$\frac{w_p}{1+ixb_p}+\frac{w_p}{1-ixb_p}=\frac{2w_p}{1+b_p^2x^2},$$
so that
$$f_M=\frac12-\frac x2\sum_p\frac{w_p}{1+b_p^2x^2}
=\frac12-\sum_p\frac{w_p}{2b_p^2}\,\frac{x}{x^2+b_p^{-2}} .$$
Comparison with (1) yields
$$z_p=\frac1{b_p},\qquad R_p=\frac{w_p}{4b_p^2}. \tag{4}$$
For $N=1$, $b=1/(2\sqrt3)$ and $w=1/2$, hence $z=2\sqrt3\approx3.464$ and $R=3/2$.

## 3. The exact error

Define
$$P_M(x)=\sum_{j=0}^M\frac{(2M-j)!}{j!(M-j)!}x^j .$$
These polynomials satisfy
$$P_{M+1}=2(2M+1)P_M+x^2P_{M-1}. \tag{5}$$
To see this, compare coefficients of $x^j$ and multiply by $j!(M+1-j)!/(2M-j)!$. The requirement becomes
$$(2M+2-j)(2M+1-j)=2(2M+1)(M+1-j)+j(j-1).$$
With $a=2M+1$, both sides equal $a^2+a-2aj+j^2-j$.

The numerator $C_m$ and denominator $D_m$ of the fraction (2) with $m$ levels both obey
$$C_m=(2m-1)C_{m-1}+(x/2)^2C_{m-2},$$
with $C_0=0$, $C_1=x/2$ and $D_0=D_1=1$. For $m=2$ this is seen directly. For larger $m$, adding a level replaces the last denominator $2m-3$ by $2m-3+(x/2)^2/(2m-1)$; inserting this in the preceding recurrence and multiplying through by $2m-1$ gives the next one. By (5), $P_m/2^m$ obeys the same recurrence. Its coefficients are even in $x$, so the odd and even parts of $P_m/2^m$ obey it separately, and they start with the values of $C$ and $D$. Therefore
$$T_M=\frac{P_M(x)-P_M(-x)}{P_M(x)+P_M(-x)},\qquad
f_M=\frac1{1+Q_M},\quad Q_M=\frac{P_M(x)}{P_M(-x)} . \tag{6}$$
The expansion replaces $e^x$ in the Fermi function by the rational function $Q_M$.

Expanding the binomial and using $\int_0^\infty t^ne^{-t}dt=n!$ shows that
$$P_M(x)=\frac1{M!}\int_0^\infty t^M(t+x)^Me^{-t}dt .$$
In $e^xP_M(-x)$ put $t=u+x$. The integrand becomes $u^M(u+x)^Me^{-u}$ with lower limit $-x$. Subtracting $P_M(x)$ leaves the interval $[-x,0]$; with $u=-v$ and even $M$,
$$e^xP_M(-x)-P_M(x)=\frac1{M!}\int_0^xv^M(x-v)^Me^vdv . \tag{7}$$
The absolute error $\Delta=f_M-f$ is consequently
$$\Delta(x)=\frac{e^xP_M(-x)-P_M(x)}{[P_M(x)+P_M(-x)](1+e^x)}, \tag{8}$$
which is positive for $x>0$. Since $v(x-v)\le x^2/4$, $\int_0^xe^vdv<1+e^x$ and $P_M(x)+P_M(-x)\ge2(2M)!/M!$,
$$0<\Delta(x)<\frac{(x/2)^{2M}}{2(2M)!}\qquad(x>0).$$
This tends to zero at fixed $x$, which proves the convergence claimed for (2).

## 4. One evaluation bounds an interval

The error grows steadily with $|x|$. By (7), $e^{-x}Q_M=1+O(x^{2M+1})$, so its derivative is $O(x^{2M})$. That derivative is $e^{-x}/P_M(-x)^2$ times
$$P_M'(x)P_M(-x)+P_M(x)P_M'(-x)-P_M(x)P_M(-x),$$
where $P_M'(-x)$ is $P_M'$ evaluated at $-x$. This polynomial has degree $2M$ and no lower powers, and its leading coefficient is $-1$ for even $M$; it equals $-x^{2M}$. Hence $Q_M'=Q_M-x^{2M}/P_M(-x)^2$. With $T_M=(Q_M-1)/(Q_M+1)$ we have $T_M'=2Q_M'/(1+Q_M)^2$ and $1-T_M^2=4Q_M/(1+Q_M)^2$, so
$$T_M'=\tfrac12(1-T_M^2-s^2),\qquad s=\frac{2x^M}{P_M(x)+P_M(-x)} .$$

Let $t=\tanh(x/2)$, for which $t'=\tfrac12(1-t^2)$, and $D=t-T_M=2\Delta$. Subtraction gives
$$D'=\tfrac12[s^2-(t+T_M)D].$$
Take $x>0$. At a point where $D'=0$, $T_M'=t'$ and $D=s^2/(t+T_M)$. Differentiating once more,
$$D''=ss'-t'D=s^2\left[\frac{s'}s-\frac{t'}{t+T_M}\right].$$
Because $T_M>0$, the last fraction is less than $t'/t=1/\sinh x$. To bound $s'/s$, reorder the polynomial with $k=M-j$:
$$x^{-M}P_M(x)=\sum_{k=0}^Mc_kx^{-k},\qquad c_k=\frac{(M+k)!}{k!(M-k)!}. \tag{9}$$
For even $M$, $s=1/S$ with $S=\sum_{k\,\mathrm{even}}c_kx^{-k}$. Each nonconstant term has $k\ge2$, and $c_2\ge12$, so
$$\frac{xs'}s=\frac{\sum_{k\,\mathrm{even}} kc_kx^{-k}}S\ge2\left(1-\frac1S\right)\ge\frac{24}{x^2+12}>\frac x{\sinh x}.$$
The last inequality follows from $24\sinh x>24x+4x^3>x(x^2+12)$.

Thus $D''>0$ at any critical point. But $D$ starts as a positive multiple of $x^{2M+1}$, so it first increases, and its first critical point would need $D''\le0$. There is none. Since $\Delta$ is odd, $|\Delta|$ on $[-X,X]$ is largest at the ends. One evaluation at the spectral edge bounds the error throughout the spectrum.

## 5. The quadratic range

Let $X_\varepsilon$ be the largest $X$ for which $|\Delta|\le\varepsilon$ on $[-X,X]$, with fixed $0<\varepsilon<1/2$, and let $\Lambda=M(M+1)$. Since $(M+j)(M+1-j)=\Lambda-j(j-1)$, the coefficients in (9) are
$$c_k=\frac1{k!}\prod_{j=1}^k[\Lambda-j(j-1)] .$$
Set $x=\Lambda s$, where from here on $s$ denotes a fixed nonzero number. The $k$th term of (9) tends to $s^{-k}/k!$ and is bounded in magnitude by $|s|^{-k}/k!$. The bounds are summable, so the sum tends to $e^{1/s}$; for $-x$ it tends to $e^{-1/s}$. Therefore, away from poles of the limit,
$$f_M(\Lambda s)\longrightarrow\frac1{1+e^{2/s}} . \tag{10}$$

For $s>0$ the true occupation $f(\Lambda s)$ vanishes exponentially, so (10) is also the limiting error. It equals $\varepsilon$ at $s=2/L$, where $L=\ln(1/\varepsilon-1)$. As both the error and its limit increase with $s$, the crossing point converges:
$$\frac{X_\varepsilon}\Lambda\to\frac2L,\qquad
X_\varepsilon\simeq\frac{8N^2}{L}, \tag{11}$$
because $\Lambda=2N(2N+1)$. Conversely, a spectrum reaching $|x|=X$ needs about $\sqrt{LX/8}$ poles. Far outside the range, $f_M\to1/2$: high levels that should be empty become half filled.

The first correction shows when (11) applies. With $y=1/s$ and $\sum_{j=1}^kj(j-1)=(k^3-k)/3$, the $k$th term of (9) is
$$\frac{y^k}{k!}\left[1-\frac{k^3-k}{3\Lambda}+O(\Lambda^{-2})\right].$$
Write $k^3-k=k(k-1)(k-2)+3k(k-1)$. Summing and taking the logarithm gives $y-(y^3/3+y^2)/\Lambda+O(\Lambda^{-2})$. Subtracting the same expression with $y\to-y$,
$$\ln Q_M=2y-\frac{2y^3}{3\Lambda}+O(\Lambda^{-2}) .$$
Setting this equal to $L$ gives $y=L/2+L^3/(24\Lambda)+O(\Lambda^{-2})$. Since $X_\varepsilon=\Lambda/y$,
$$X_\varepsilon=\frac{2\Lambda}L-\frac L6+O(\Lambda^{-1}) . \tag{12}$$
The quadratic law thus requires $L^2\ll12\Lambda$. It fails if very high accuracy is asked of very few poles.

## 6. Where the poles go

Multiply $P_M(x)$ by $M!/(2M)!$. The coefficient of $x^j$ tends to $2^{-j}/j!$ and never exceeds it, so the polynomial tends to $e^{x/2}$. The denominator in (6) then tends to $2\cosh(x/2)$, and the nearest poles approach $z=(2n-1)\pi$ with $R=1$, as in the Fermi function itself.

The far poles follow from (10), whose derivation also holds for complex $s$. The condition $e^{2/s}=-1$ gives $|s|=2/[\pi(2k-1)]$, and $k=1$ is the outermost pole. The residue of the limit there is $s^2/2=-2/\pi^2$; returning to $x$ multiplies it by $\Lambda$. Thus
$$z_N\simeq\frac{2\Lambda}\pi,\qquad R_N\simeq\frac{2\Lambda}{\pi^2}. \tag{13}$$
The remote, heavily weighted poles represent the distant Matsubara poles collectively.

Simple truncation does not do this. The logarithmic derivative of $\cosh(x/2)=\prod_n[1+x^2/((2n-1)^2\pi^2)]$ gives the Matsubara series, which is (1) with $R_n=1$, $z_n=(2n-1)\pi$ and infinitely many terms. For $N\gg x$, the omitted tail is
$$\sum_{n>N}\frac{2x}{(2n-1)^2\pi^2}\simeq\frac{x}{2\pi^2N},$$
so its accurate range grows linearly with $N$.

## 7. Algorithm for a density matrix

Let $h$ be a real symmetric one-electron Hamiltonian in an orthonormal basis, and $\alpha_p=\mu+ikTz_p$. For an eigenvalue $E$, $x-iz_p=(E-\alpha_p)/kT$, hence $1/(x-iz_p)=-kT/(\alpha_p-E)$. Adding the complex-conjugate term in (1) gives
$$\rho_M=\frac12I+2kT\sum_{p=1}^NR_p\,\mathrm{Re}\,(\alpha_pI-h)^{-1}. \tag{14}$$

1. Bound $|E-\mu|/kT$ by a number $X$.
2. Choose the smallest $N$ for which $2\Lambda/L-L/6\ge X$.
3. Evaluate (8) at $X$ in high-precision arithmetic; increase $N$ if the error exceeds $\varepsilon$.
4. Diagonalize (3), form (4), and compute the $N$ resolvents in (14).

Step 3 is a safeguard. Equation (12) is an asymptotic estimate, not a proven bound; in the table of Section 8 it does not exceed the true range, but only the evaluation of (8), together with Section 4, guarantees the error. In double precision, (8) can overflow at large $X$, and cancellation can hide a very small error. The spectral-norm error of $\rho_M$ is the scalar error at the eigenvalue with largest $|x|$, since $\rho_M$ and the exact $\rho=f((h-\mu I)/kT)$ share eigenvectors.

## 8. Numerical example

For $\varepsilon=10^{-8}$, $L=18.4207$. The ranges below were found by solving $f_M(x)-f(x)=\varepsilon$ numerically, with poles and residues from the diagonalized matrix.

| $N$ | $X_\varepsilon$ | Estimate (12) | $X_\varepsilon/N^2$ |
|---:|---:|---:|---:|
| 10 | 42.83 | 42.53 | 0.4283 |
| 20 | 175.08 | 174.99 | 0.4377 |
| 40 | 700.51 | 700.49 | 0.4378 |
| 80 | 2793.79 | 2793.79 | 0.4365 |

The last column approaches $8/L=0.4343$, but not monotonically. Equation (12) explains this: divided by $N^2$, it is $8/L+4/(LN)-L/(6N^2)$, and the two corrections have opposite signs.

Now take an open chain of 100 sites with nearest-neighbour hopping $-2.5$ eV, zero site energies, $\mu=-1$ eV and $T=300$ K, so that $kT=0.025852$ eV. These are model parameters. Each row of $h$ has at most two off-diagonal entries, so $|E|\le5$ eV and $|E-\mu|\le6$ eV. The bound is $X=6/0.025852=232.09$.

For $N=23$, $\Lambda=46\times47=2162$ and (12) gives $231.7$, slightly too small. For $N=24$, $\Lambda=48\times49=2352$ and
$$\frac{2(2352)}{18.4207}-\frac{18.4207}{6}=252.30 .$$
With 24 poles, (8), evaluated in high-precision arithmetic, gives an error of $2.09\times10^{-9}$ at $X$. Against direct diagonalization of $h$, the spectral-norm error of $\rho_M$ is $2.07\times10^{-9}$. It is slightly smaller because the chain's band edge, $x=231.997$, lies just inside the bound.

Counting both spins, the chain holds $87.0794$ electrons and has band energy $2\,\mathrm{Tr}(h\rho)=-309.9971$ eV. The pole results differ from diagonalization by $4\times10^{-8}$ electrons and $2\times10^{-7}$ eV.

Of the 24 poles, 12 agree with $(2n-1)\pi$ to a relative $10^{-6}$. The outermost has $z=1497.9$ and $R=476.4$; (13) gives $1497.3$ and $476.6$.

With $N=12$, $\Lambda=600$ and the estimated range is $62.07$, well short of the band edge. Equation (10) predicts an error
$$\frac1{1+e^{1200/231.997}}=5.64\times10^{-3},$$
while the computed norm error is $5.74\times10^{-3}$. Halving the pole count has raised the error by more than six orders of magnitude. For comparison, the truncated Matsubara series would need $X/(2\pi^2\varepsilon)\approx1.2\times10^9$ terms to reach $\varepsilon$ at the spectral bound.
